# Forces from a stationary Luttinger-Ward functional, with moving bases and projectors

Let $\Omega[G]$ be the grand potential obtained from a Luttinger-Ward functional $\Phi[G]$, and let $G$ solve Dyson's equation with the self-energy derived from that same $\Phi$. Then the derivative with respect to a nuclear coordinate $R$, at fixed temperature and chemical potential, is

$$
\frac{d\Omega}{dR}=\mathrm{Tr}\Big[\big(h'-(i\omega_n+\mu)S'\big)G\Big]+\frac{\partial\Phi}{\partial R}\bigg|_{G}. \qquad (1)
$$

A prime denotes $d/dR$, $h$ is the one-body matrix and $S$ the overlap matrix of the basis. Neither $dG/dR$ nor $d\Sigma/dR$ appears. In a basis that does not move, with an interaction that does not depend on $R$, this reduces to the Hellmann-Feynman expression

$$
\frac{d\Omega}{dR}=\int n(x)\,\frac{\partial v(x)}{\partial R}\,dx, \qquad (2)
$$

with $n$ the electron density and $v$ the nuclear potential. Moving basis functions and moving projectors leave further explicit terms, which are derived below.

The algebra is in atomic units with $k_B=1$. The nuclei are classical, the system is not spin-polarized, and the basis functions $\phi_i$ are real. The Green's function is expanded as $G(x,x')=\sum_{ij}\phi_i(x)G_{ij}\phi_j(x')$, and

$$
\mathrm{Tr}\,A=2\,\langle \mathrm{tr}\,A\rangle,\qquad \langle A\rangle=T\sum_n e^{i\omega_n0^+}A(i\omega_n),
$$

where the factor 2 counts spin. The convergence factor matters. For $0<\eta<1/T$ the sum $T\sum_n e^{i\omega_n\eta}$ is zero, because it is a series of delta functions, with alternating signs, located at the integer multiples of $1/T$. Hence $\langle 1\rangle=0$: frequency-independent constants drop out of every trace.

**Stationarity.** With $G_0^{-1}=(i\omega_n+\mu)S-h$, the functional is

$$
\Omega[G]=\mathrm{Tr}\ln(-G)-\mathrm{Tr}\,(G_0^{-1}G-1)+\Phi[G],\qquad \delta\Phi=\mathrm{Tr}(\Sigma\,\delta G). \qquad (3)
$$

The second relation, taken at fixed interaction, defines $\Sigma$. It includes the Hartree and exchange parts. $\Phi$ may be the full sum of closed skeleton diagrams or a chosen subset. Varying $G$ gives

$$
\delta\Omega=\mathrm{Tr}\big[(G^{-1}-G_0^{-1}+\Sigma)\,\delta G\big], \qquad (4)
$$

which vanishes for all $\delta G$ when $G^{-1}=G_0^{-1}-\Sigma[G]$. As $R$ changes, $\Omega$ changes through $G$ and through the quantities that define the functional. The first contribution is (4) with $\delta G=G'dR$, and it is zero. The second is

$$
-\mathrm{Tr}\big[(G_0^{-1})'G\big]+\frac{\partial\Phi}{\partial R}\bigg|_G,\qquad (G_0^{-1})'=(i\omega_n+\mu)S'-h',
$$

which is (1).

The cancellation can also be followed term by term. At the solution $G_0^{-1}G-1=\Sigma G$, so that $\Omega=\Phi-\mathrm{Tr}(\Sigma G)-\mathrm{Tr}\ln(-G^{-1})$. Differentiating along the family of solutions,

$$
\begin{aligned}
\Phi'&=\partial_R\Phi|_G+\mathrm{Tr}(\Sigma G'),\\
-[\mathrm{Tr}(\Sigma G)]'&=-\mathrm{Tr}(\Sigma'G)-\mathrm{Tr}(\Sigma G'),\\
-[\mathrm{Tr}\ln(-G^{-1})]'&=-\mathrm{Tr}\big[G(G_0^{-1})'\big]+\mathrm{Tr}(G\Sigma').
\end{aligned}
$$

The two terms with $G'$ cancel, and so do the two with $\Sigma'$. The electrons do respond to the displacement, but their response does not change $\Omega$ to first order. The argument assumes that the solution follows $R$ smoothly; it does not cover a jump to another solution.

**The fixed basis.** If the functions do not move, then $S'=0$, the kinetic matrix is constant, and the Coulomb integrals are constant because the repulsion between two electrons does not refer to the nuclei. So $\partial_R\Phi|_G=0$. What remains is $h'_{ij}=\int\phi_i(\partial_Rv)\phi_j\,dx$. With the density matrix per spin $\rho=\langle G\rangle$ and $n(x)=2\sum_{ij}\phi_i(x)\rho_{ij}\phi_j(x)$, equation (1) becomes (2). The force on the nucleus is

$$
\mathcal F=-\frac{d\Omega}{dR}-\frac{dE_{nn}}{dR},
$$

where $E_{nn}$ is the nuclear repulsion. Completeness of the basis was not used. A fixed but poor basis gives the true slope of its own, possibly inaccurate, potential surface.

The same reasoning applies to $\mu$. Since $\partial G_0^{-1}/\partial\mu=S$, one finds $\partial\Omega/\partial\mu=-\mathrm{Tr}(SG)=-N$, so the electron number from the trace agrees with the thermodynamic one. For the free energy $F=\Omega+\mu N$ at fixed $N$, the chemical potential must follow $R$, and

$$
\left(\frac{dF}{dR}\right)_N=\left(\frac{\partial\Omega}{\partial R}\right)_\mu+\left(\frac{\partial\Omega}{\partial\mu}+N\right)\frac{d\mu}{dR}=\left(\frac{\partial\Omega}{\partial R}\right)_\mu .
$$

The force is therefore the same at fixed $N$ and at fixed $\mu$, provided both are evaluated at the same state.

**Moving basis functions.** Now $h'$ has a Hellmann-Feynman part and a part $h'_{\rm b}$ from the motion of the functions. Define the energy-weighted density matrix $W=\langle(i\omega_n+\mu)G\rangle$. Then (1) reads

$$
\frac{d\Omega}{dR}=\int n\,\partial_Rv\,dx+2\,\mathrm{tr}(h'_{\rm b}\rho)-2\,\mathrm{tr}(S'W)+\frac{\partial\Phi}{\partial V}V'. \qquad (5)
$$

The last three terms are the Pulay terms; $V$ stands for the integrals $(ij|kl)$, with $\phi_i\phi_j$ at one point and $\phi_k\phi_l$ at the other. To find $W$, write Dyson's equation as $(i\omega_n+\mu)SG=1+(h+\Sigma)G$ and sum over frequency. The constant 1 drops out, and splitting $\Sigma$ into static and dynamic parts gives

$$
SW=(h+\Sigma_{\rm stat})\rho+\langle\Sigma_{\rm dyn}G\rangle. \qquad (6)
$$

In Hartree-Fock theory the last term is absent. With orbital coefficients $C_{ik}$, energies $\varepsilon_k$ and occupations $f_k$, (6) then gives $W_{ij}=\sum_kC_{ik}f_k\varepsilon_kC_{jk}$, the usual energy-weighted matrix. A dynamic self-energy adds a contribution that orbital energies and occupations of the static problem do not supply.

The interaction term needs the chosen $\Phi$. The example below keeps the Hartree and exchange diagrams and both second-order skeleton diagrams:

$$
\Phi_1=\sum_{ijkl}\rho_{ij}\rho_{kl}\big[2(ij|kl)-(il|kj)\big],\qquad
\Phi_2=\frac12\int_0^{1/T}\!d\tau\,\mathrm{tr}\,[\Sigma_2(\tau)G(-\tau)],
$$

$$
\Sigma_{2,ij}(\tau)=-\!\!\sum_{klmnpq}\!G_{kl}(\tau)G_{mn}(\tau)G_{pq}(-\tau)(im|qk)\big[2(lp|nj)-(np|lj)\big].
$$

The factor in $\Phi_2$ follows from counting. $\Phi_2$ contains four Green's functions, so scaling $G$ gives $\mathrm{Tr}(\Sigma_2G)=4\Phi_2$; the spin factor 2 turns $1/4$ into $1/2$. To obtain $(\partial\Phi/\partial V)V'$, replace $V$ by $V'$ in $\Phi_1$, and in $\Phi_2$ replace each of the two interaction factors in turn and add. All $G$ are held fixed.

**What the Pulay terms measure.** Split the motion of each function into a part inside the span of the basis and a remainder orthogonal to it:

$$
\partial_R\phi_j=\sum_k\phi_kA_{kj}+\phi_j^\perp,\qquad \int\phi_i\phi_j^\perp dx=0. \qquad (7)
$$

The first part changes the matrices by $S'_\parallel=A^{T}S+SA$ and $h'_\parallel=A^{T}h+hA$, hence $(G_0^{-1})'_\parallel=A^TG_0^{-1}+G_0^{-1}A$. In $\Phi$ every index of $V$ is contracted with an index of $G$. Transforming all indices of $V$ by $1+A\,dR$ at fixed $G$ is therefore equivalent to keeping $V$ and changing $G$ by $(AG+GA^T)dR$. By the definition of $\Sigma$, the explicit in-span derivative is

$$
\begin{aligned}
&-\mathrm{Tr}\big[(A^TG_0^{-1}+G_0^{-1}A)G\big]+\mathrm{Tr}\big[\Sigma(AG+GA^T)\big]\\
&\quad=-\mathrm{Tr}\big[A^T(G_0^{-1}-\Sigma)G\big]-\mathrm{Tr}\big[AG(G_0^{-1}-\Sigma)\big]\\
&\quad=-\mathrm{Tr}A^T-\mathrm{Tr}A=0.
\end{aligned}
$$

The second line uses the cyclic property of the trace; the third uses Dyson's equation, and the constants vanish under the frequency sum. The one-body, overlap and interaction terms cancel as a sum here, not one by one.

For the remainder, $S'_\perp=0$ by (7). View $\Omega$ as a functional of $G(x,x')$: at fixed $G_{ij}$, the remainder changes this function by $\sum_{ij}(\phi_i^\perp G_{ij}\phi_j+\phi_iG_{ij}\phi_j^\perp)$. The two terms contribute equally, and with the spin factor the sum of the Pulay terms is

$$
4\sum_{ij}\Big\langle G_{ji}\int\!\!\int\phi_i^\perp(x)\,[h+\Sigma](x,x')\,\phi_j(x')\,dx\,dx'\Big\rangle, \qquad (8)
$$

where $\Sigma(x,x')$ is the derivative of $\Phi$ with respect to $G(x,x')$, not restricted to the basis. The Pulay force thus measures how far $h+\Sigma$ carries the basis functions out of the span, in the directions in which the functions move. It vanishes when every $\phi_i^\perp$ does, as in a complete basis.

**Moving projectors.** In schemes with local correlations, $\Phi$ depends on $G$ through projected blocks. Take one real orbital per site $a$, with projector column $P_a$, and

$$
\Phi=\sum_a\Phi_a[G_a],\qquad G_a=P_a^TGP_a,\qquad \delta\Phi_a=\mathrm{Tr}(\Sigma_a\delta G_a).
$$

The self-energy entering Dyson's equation is $\Sigma=\sum_aP_a\Sigma_aP_a^T$. At fixed $G$ and fixed local interaction $U$, $\delta G_a=(P_a'^TGP_a+P_a^TGP_a')dR$. The two pieces are equal for symmetric $G$, so

$$
\frac{\partial\Phi}{\partial R}\bigg|_G=4\sum_a\big\langle\Sigma_a\,P_a'^{T}GP_a\big\rangle. \qquad (9)
$$

For this purely local $\Phi$, (9) replaces the last term of (5) (a Hartree, exchange-correlation or double-counting part of $\Phi$ would add its own explicit derivative); an interaction $U(R)$ would add $U'\,\partial\Phi/\partial U$. Unlike (8), this term does not stem from an incomplete basis. The functional itself singles out certain orbitals, and moving them changes the functional, so (9) is in general present in a complete basis too.

If the projectors are orthonormalized, this enters $P'$. Let $\chi_a$ be localized trial functions, $B_{ia}=\int\phi_i\chi_a\,dx$ and $O=B^TS^{-1}B$, the overlap matrix of the trial functions after projection onto the basis. Then $P=BO^{-1/2}$ satisfies $P^TS^{-1}P=1$, which gives each $G_a$ the correct high-frequency form $1/i\omega_n$. Its derivative is

$$
P'=B'O^{-1/2}+B\,(O^{-1/2})',\qquad
O'=B'^TS^{-1}B+B^TS^{-1}B'-B^TS^{-1}S'S^{-1}B.
$$

For $K=O^{-1/2}$, differentiating $K^2=O^{-1}$ gives $K'K+KK'=-O^{-1}O'O^{-1}$. In the eigenbasis of $O$, with eigenvalues $o_a$, this is $K'_{ab}(o_a^{-1/2}+o_b^{-1/2})=-O'_{ab}/(o_ao_b)$, or

$$
K'_{ab}=-\frac{O'_{ab}}{\sqrt{o_ao_b}\,(\sqrt{o_a}+\sqrt{o_b})}. \qquad (10)
$$

For a single orbital this is $-\tfrac12O^{-3/2}O'$, as it should be.

**When stationarity is lost.** Insert the Hartree-Fock $G_{\rm HF}$ into the functional with $\Phi_1+\Phi_2$. Since $G_{\rm HF}^{-1}=G_0^{-1}-\Sigma_1[G_{\rm HF}]$, the bracket in (4) equals $\Sigma_2[G_{\rm HF}]$ instead of zero, and

$$
\frac{d\Omega[G_{\rm HF}]}{dR}=\frac{\partial\Omega}{\partial R}\bigg|_{G_{\rm HF}}+\mathrm{Tr}\Big(\Sigma_2[G_{\rm HF}]\frac{dG_{\rm HF}}{dR}\Big). \qquad (11)
$$

The response of the Green's function is now needed. A milder form of the problem is incomplete convergence: an error $\delta G$ about the stationary point enters $\Omega$ in second order, but the explicit derivative (1) in general in first order. Forces therefore require tighter convergence than $\Omega$ does.

**A one-dimensional molecule.** Two nuclei of unit charge sit at $0$ and $R=1.20$ Å. All Coulomb laws, including the nuclear repulsion, are softened to $1/\sqrt{x^2+s^2}$ with $s=0.50$ Å. The temperature is $k_BT=1$ eV and $\mu=-10$ eV. The functional is $\Phi_1+\Phi_2$, which leaves out skeleton diagrams of third and higher order. These are not small here: in the four-Gaussian basis below, exact diagonalization gives a force of $-3.24$ eV/Å against $-4.63$ eV/Å from $\Phi_1+\Phi_2$. The example tests the consistency of the force formulas, not the accuracy of the second-order functional. Forces refer to the right nucleus, positive outward, and the Hellmann-Feynman values include the nuclear repulsion $-dE_{nn}/dR$. Except in the enlarged basis below, the total forces are compared with finite differences of the corresponding $\Omega+E_{nn}$, with a tolerance of 0.00021 eV/Å.

In a fixed basis of six Gaussians the Hellmann-Feynman force is $-5.0995$ eV/Å, and the finite difference agrees to all printed digits. With four Gaussians centred on the nuclei, two on each, the Hellmann-Feynman force alone is $-4.4617$ eV/Å and misses the slope. The one-body, overlap and interaction terms of (5) contribute to the force

$$
-27.4662+10.7619+16.5340=-0.1703\ \text{eV/Å},
$$

so the total is $-4.4617-0.1703=-4.6320$ eV/Å, in agreement with the finite difference. The Pulay correction is about 4% of the total force, yet each of its three parts is larger than that force. The split (7) explains most of this cancellation, namely that of the in-span parts; the out-of-span parts also nearly cancel here, which (8) does not require. They are $-3.9563$ (one-body), zero (overlap) and $+3.7859$ eV/Å (interaction), with the same sum $-0.1703$. Subtracting them leaves the in-span parts

$$
-23.5099+10.7619+12.7481=0.0001\ \text{eV/Å},
$$

which is zero within the rounding of the printed values. With the Gaussians themselves as basis functions, omitting one of the three terms would thus cause an error far larger than omitting all of them. The separate terms depend on how the span is represented, their sum does not: if the same functions are Löwdin-orthonormalized at each $R$, the terms are $-4.056$, zero and $+3.886$ eV/Å.

Adding the first derivative of each Gaussian to the basis puts $\partial_R\phi_j$ of the original functions inside the span. In (8) the remaining $\phi_i^\perp$ belong to the added functions. The Pulay force falls to $0.0022$ eV/Å and the total is $-4.5278$ eV/Å. The fixed-basis force differs from this by $0.57$ eV/Å, about 13% of the enlarged-basis value, although it matches its own finite difference. The enlarged basis is not converged either: fixed bases of 14 and 18 harmonic-oscillator functions give $-4.48$ eV/Å, about $0.05$ eV/Å away, so a small Pulay force does not prove convergence. Consistency of a force with its potential surface is a separate matter from convergence of that surface with the basis.

With the Hartree-Fock $G$ in the four-Gaussian basis, the explicit force is $-4.0753$ eV/Å. The response term of (11), computed separately from the change of $G_{\rm HF}$, contributes $-0.4848$ eV/Å. Their sum, $-4.5601$ eV/Å, is the finite difference of $\Omega[G_{\rm HF}]+E_{nn}$. Without self-consistency the explicit formula, evaluated at fixed $G_{ij}$ in the Gaussians, is thus wrong by about 11% of that slope. This figure depends on the representation. For a non-stationary $G$ the in-span part leaves $\mathrm{Tr}[\Sigma_2(AG+GA^T)]$ instead of zero, so only the sum of the explicit and response terms is fixed: with the functions Löwdin-orthonormalized at each $R$ the two terms are $-4.917$ and $+0.357$ eV/Å.

**The same molecule with local correlations.** Now keep the one-body Hamiltonian, but replace the electron repulsion by $U=8$ eV acting on one orthonormalized orbital per nucleus, built from Gaussians of width 0.50 Å. With $n_a$ the occupation per spin, the local functional gives $\Sigma_a=Un_a$ plus the second-order part $-U^2G_a(\tau)^2G_a(-\tau)$. The chemical potential is $-20$ eV. In the fixed basis, where no Pulay term exists, the force is

$$
-8.7969+3.7906-3.4321=-8.4384\ \text{eV/Å}.
$$

The first number is the Hellmann-Feynman part. The second comes from $B'$ and the third from $(O^{-1/2})'$, both through (9). The finite difference confirms the sum. The projector terms largely cancel, to $0.3585$ eV/Å, so keeping $B'$ while freezing the normalization would be worse here than dropping both. These values are not converged in the basis: with 18 to 24 harmonic-oscillator functions the projector terms are $+3.56$ and $-2.72$ eV/Å, their sum is $0.84$ eV/Å and the total force is $-7.54$ eV/Å. The projector force thus persists as the basis approaches completeness.

In the moving four-Gaussian basis, basis and projector terms act together. The explicit force is $-8.0954$ eV/Å. At fixed $\mu$ the electron number, 2.6645, changes with distance at a rate of 0.2216 electrons per Å, so fixed $\mu$ and fixed $N$ are different paths. The finite differences of $\Omega+E_{nn}$ along the first and of $F+E_{nn}$ along the second nevertheless both give $-8.0954$ eV/Å, as the relation $\partial\Omega/\partial\mu=-N$ requires.

## Computed values

```
INPUTS
separation R: 1.20 angstrom
softening length: 0.50 angstrom
temperature kT: 1.00 eV
chemical potential, Coulomb model: -10.00 eV
narrow atom-centred Gaussian width: 0.40 angstrom
wide atom-centred Gaussian width: 0.80 angstrom
fixed Gaussian width: 0.60 angstrom
fixed Gaussian spacing: 0.80 angstrom
basis sizes fixed, atomic, enlarged: 6, 4, 8 functions
finite-difference step: 0.01588 angstrom
force tolerance of the tests: 0.00021 eV/angstrom
FIXED BASIS, COULOMB MODEL (force on right nucleus, + is outward)
electron number: 1.9963 electrons
Hellmann-Feynman force: -5.0995 eV/angstrom
finite-difference force: -5.0995 eV/angstrom
ATOM-CENTRED BASIS, COULOMB MODEL
electron number from trace: 1.99702 electrons
electron number from -dOmega/dmu: 1.99702 electrons
second-order part of Phi: -0.6110 eV
Hellmann-Feynman force: -4.4617 eV/angstrom
one-body basis force: -27.4662 eV/angstrom
overlap force: 10.7619 eV/angstrom
interaction basis force: 16.5340 eV/angstrom
sum of the three basis forces: -0.1703 eV/angstrom
total explicit force: -4.6320 eV/angstrom
finite-difference force: -4.6320 eV/angstrom
out-of-span one-body force: -3.9563 eV/angstrom
out-of-span interaction force: 3.7859 eV/angstrom
out-of-span sum: -0.1703 eV/angstrom
enlarged basis: smallest overlap eigenvalue: 0.001076 (dimensionless)
enlarged basis: Hellmann-Feynman force: -4.5301 eV/angstrom
enlarged basis: sum of basis forces: 0.0022 eV/angstrom
enlarged basis: total explicit force: -4.5278 eV/angstrom
HARTREE-FOCK G IN THE SECOND-ORDER FUNCTIONAL
explicit force without response: -4.0753 eV/angstrom
missing response force: -0.4848 eV/angstrom
finite-difference force: -4.5601 eV/angstrom
LOCAL-U MODEL, MOVING PROJECTORS
local interaction U: 8.00 eV
chemical potential: -20.00 eV
projector Gaussian width: 0.50 angstrom
fixed basis: electron number: 2.7098 electrons
fixed basis: Hellmann-Feynman force: -8.7969 eV/angstrom
fixed basis: projector force, raw overlaps: 3.7906 eV/angstrom
fixed basis: projector force, normalization: -3.4321 eV/angstrom
fixed basis: total explicit force: -8.4384 eV/angstrom
fixed basis: finite-difference force: -8.4384 eV/angstrom
moving basis: electron number: 2.6645 electrons
moving basis: dN/dR at fixed mu: 0.2216 electrons/angstrom
moving basis: total explicit force: -8.0954 eV/angstrom
moving basis: finite difference at fixed mu: -8.0954 eV/angstrom
moving basis: finite difference at fixed N: -8.0954 eV/angstrom
```
